\section*{From extinction coefficient to absorption coefficient at 13.5 nm}

\section*{Problem}

A polymer resist for extreme-ultraviolet lithography has the complex refractive index $N=n+ik$, with $n=0.975$ and extinction coefficient $k=0.005$ at the vacuum wavelength $\lambda=13.5$ nm. Fields vary in time as $e^{-i\omega t}$. The resist is treated as a uniform, isotropic, non-magnetic, linear medium that does not scatter light.

\begin{enumerate}
\item[(a)] A plane wave travels through the resist along $z$. Starting from Maxwell's equations, show that its intensity obeys $I(z)=I(0)e^{-\alpha z}$, and express $\alpha$ through $k$ and $\lambda$. Confirm the result from the energy balance, and explain why $n$ does not appear.
\item[(b)] Calculate $\alpha$ in inverse micrometres. Find the depths at which the intensity has fallen to $1/e$, to one half and to one tenth. What would the coefficient be if it were defined with base ten, or for the field amplitude?
\item[(c)] The wave equation has been integrated numerically (Runge--Kutta method) for two free-standing films of this resist in vacuum at normal incidence. The films are 100 nm and 400 nm thick, and their transmittances are $0.62758$ and $0.15536$. Extract $\alpha$ from these values and account for any difference from (b).
\item[(d)] A film of thickness $d=40$ nm lies on silicon, whose index is taken as $N_s=0.999+0.002i$. What fraction of the light does the film absorb, and how uneven is the exposure in depth?
\item[(e)] Estimate how much the answers are changed by oblique incidence at numerical aperture 0.33, by a spectral band of $\pm1\%$ in wavelength, by depletion of the absorbing atoms at a dose of 30 mJ/cm$^2$, and by the rounding of $k$ to one figure.
\end{enumerate}

\section*{Solution}

\subsection*{(a) The relation between $\alpha$ and $k$}

Let the electric field point along $x$ and the magnetic field along $y$, with complex amplitudes $E(z)$ and $B(z)$. The relative permittivity is $N^2$; its imaginary part contains all absorption. For the factor $e^{-i\omega t}$, the laws of Faraday and Amp\`ere become
\begin{equation}
\frac{dE}{dz}=i\omega B,\qquad \frac{dB}{dz}=\frac{i\omega N^2}{c^2}\,E .
\end{equation}
Differentiating the first equation and inserting the second gives
\begin{equation}
\frac{d^2E}{dz^2}=i\omega\,\frac{i\omega N^2}{c^2}E=-N^2k_0^2E,
\qquad k_0=\frac{\omega}{c}=\frac{2\pi}{\lambda}.
\label{eq:wave}
\end{equation}
Here $\lambda$ is the vacuum wavelength, because $k_0$ is defined by the frequency and the vacuum speed of light. The wave travelling towards positive $z$ is
\begin{equation}
E(z)=E_0e^{iNk_0z}=E_0\,e^{ink_0z}\,e^{-kk_0z}.
\label{eq:forward}
\end{equation}
The real part of $N$ sets the phase and the imaginary part sets the decay. A positive $k$ means absorption with this time factor; with $e^{+i\omega t}$ one would write $N=n-ik$ instead.

The intensity is the time-averaged energy flux. Since $B=E'/(i\omega)$, where the prime denotes $d/dz$, we have $B^*=iE'^*/\omega$ and
\begin{equation}
I=\frac{1}{2\mu_0}\,\mathrm{Re}(EB^*)
=\frac{1}{2\mu_0\omega}\,\mathrm{Re}(iEE'^*)
=\frac{1}{2\mu_0\omega}\,\mathrm{Im}(E^*E').
\label{eq:flux}
\end{equation}
The last step uses $\mathrm{Re}(iw)=-\mathrm{Im}\,w=\mathrm{Im}\,w^*$. For the wave (\ref{eq:forward}), $E'=iNk_0E$, so that $\mathrm{Im}(E^*E')=nk_0|E|^2$ and
\begin{equation}
I(z)=\frac{nk_0}{2\mu_0\omega}|E_0|^2e^{-2kk_0z}.
\end{equation}
Comparison with $e^{-\alpha z}$ gives
\begin{equation}
\boxed{\alpha=2kk_0=\frac{4\pi k}{\lambda}}
\label{eq:alpha}
\end{equation}
The amplitude decays at the rate $kk_0$. Squaring it doubles the rate, which turns $2\pi$ into $4\pi$. No step required $k$ to be small.

The energy balance gives the same result. For any solution of (\ref{eq:wave}),
\begin{align}
\frac{d}{dz}\mathrm{Im}(E^*E')
&=\mathrm{Im}\left(|E'|^2+E^*E''\right)\nonumber\\
&=-k_0^2\,\mathrm{Im}(N^2)\,|E|^2=-2nk\,k_0^2|E|^2,
\label{eq:heat}
\end{align}
because $|E'|^2$ is real and $N^2=n^2-k^2+2ink$. Apart from the constant factor $1/(2\mu_0\omega)$ in (\ref{eq:flux}), the left-hand side is the change of the flux per unit depth, so $2nk\,k_0^2|E|^2$ is the energy lost per unit depth with the same factor left out. For the single travelling wave, the loss divided by the flux is
\begin{equation}
\frac{2nk\,k_0^2|E|^2}{nk_0|E|^2}=2kk_0=\alpha .
\end{equation}
At given $|E|^2$, both the heating and the flux are proportional to $n$, so $n$ cancels. That is why the vacuum wavelength belongs in (\ref{eq:alpha}), and not the wavelength $\lambda/n$ inside the film.

\subsection*{(b) Numbers}

The vacuum wavenumber is $k_0=2\pi/(13.5\ \mathrm{nm})=0.46542\ \mathrm{nm}^{-1}$. Hence
\begin{equation}
\alpha=2\times0.005\times0.46542\ \mathrm{nm}^{-1}
=0.0046542\ \mathrm{nm}^{-1}=4.65\ \mu\mathrm{m}^{-1}.
\end{equation}
The last conversion multiplies by 1000, since one micrometre contains 1000 nm.

The intensity falls to a fraction $f$ at the depth $z_f=\ln(1/f)/\alpha$:
\begin{equation}
z_{1/e}=\frac1\alpha=215\ \mathrm{nm},\qquad
z_{1/2}=\frac{\ln2}{\alpha}=149\ \mathrm{nm},\qquad
z_{1/10}=\frac{\ln10}{\alpha}=495\ \mathrm{nm}.
\end{equation}

If the attenuation is written as $10^{-az}$, then $a=\alpha/\ln10=2.02\ \mu\mathrm{m}^{-1}$. The field amplitude decays with the coefficient $kk_0=2.33\ \mu\mathrm{m}^{-1}$. These two numbers lie close together but mean different things, so a quoted coefficient needs its definition beside it. Using the wavelength in the film would give $4.54\ \mu\mathrm{m}^{-1}$, which is too small by the factor $n$.

\subsection*{(c) The coefficient from two transmittances}

If the losses at the faces were the same for both films, they would cancel in the ratio of the transmittances. This gives the estimate
\begin{equation}
\alpha_{\mathrm{est}}=\frac{\ln(T_1/T_2)}{d_2-d_1}
=\frac{\ln(0.62758/0.15536)}{300\ \mathrm{nm}}
=4.6537\ \mu\mathrm{m}^{-1}.
\end{equation}
The last digit comes from the unrounded transmittances; the rounded ones shown give 4.6538. The estimate lies about one part in $10^4$ below the value $4.6542\ \mu\mathrm{m}^{-1}$ from (b).

The difference comes from light reflected back and forth inside the films. Let $r_v=(N-1)/(N+1)$ be the amplitude reflection coefficient at a face, seen from inside. One passage multiplies the field by $e^{i\phi}$, with $\phi=Nk_0d$. Each further round trip adds a factor $r_v^2e^{2i\phi}$. With $A$ for the product of the transmission coefficients of the two faces, the emerging amplitude is a geometric series:
\begin{equation}
Ae^{i\phi}\left(1+r_v^2e^{2i\phi}+\cdots\right)
=\frac{Ae^{i\phi}}{1-r_v^2e^{2i\phi}},
\qquad
T=\frac{|A|^2e^{-\alpha d}}{|1-r_v^2e^{2i\phi}|^2}.
\end{equation}
The factor $|A|^2$ is common to both films and cancels. The denominator depends on thickness and does not cancel, but it differs from one by at most about $2|r_v|^2e^{-\alpha d}$. Here
\begin{equation}
|r_v|^2=\frac{0.025^2+0.005^2}{1.975^2+0.005^2}\approx1.7\times10^{-4}.
\end{equation}
The two denominators together can therefore shift the logarithm by at most about $2|r_v|^2(0.63+0.16)\approx2.6\times10^{-4}$. Relative to the logarithm itself, which is about 1.4, this is $1.9\times10^{-4}$. The difference found lies within this limit.

\subsection*{(d) A 40 nm film on silicon}

With reflections neglected, the optical thickness is $\alpha d=0.186$, and
\begin{equation}
\frac{I(d)}{I(0)}=e^{-0.186}=0.830,\qquad
1-e^{-\alpha d}=0.170 .
\end{equation}
In this approximation the film absorbs 17\% of the light, and the bottom receives 17\% less than the top. The two figures agree because the absorbed fraction is $[I(0)-I(d)]/I(0)$, and the local absorbed energy density, $\alpha I$, falls from top to bottom by this same fraction. For a very thin film, $1-e^{-\alpha d}\approx\alpha d$. Here that limit would give 0.186, about 10\% above the proper value. In the opposite limit, $\alpha d\gg1$, nearly all the light is absorbed, but the bottom stays almost unexposed. Raising the absorption of a film of fixed thickness thus uses more of the light at the price of a less even exposure.

The silicon reflects a little light, which interferes with the incoming wave. Let $s$ be the height above the silicon and $F$ the amplitude of the downward wave at $s=0$. In the film,
\begin{equation}
E=F\left(e^{-iNk_0s}+re^{iNk_0s}\right).
\end{equation}
Continuity of $E$ and $E'$ at $s=0$ requires $1+r=t$ and $N(1-r)=N_st$, where $t$ is the transmitted amplitude relative to $F$. Eliminating $t$ gives
\begin{equation}
r=\frac{N-N_s}{N+N_s},\qquad
|r|=\left|\frac{-0.024+0.003i}{1.974+0.007i}\right|=0.0123 .
\end{equation}
Relative to the downward wave alone, the squared field is
\begin{equation}
\left|1+re^{2iNk_0s}\right|^2\approx
1+2|r|e^{-\alpha s}\cos(2nk_0s+\arg r).
\end{equation}
The ripple amplitude is therefore $2|r|e^{-\alpha s}$ with $2|r|=2.45\%$. The largest deviation reached in the film is 2.4\%, near the silicon, and the ripple weakens to about 2.1\% near the top. Its period is $\lambda/(2n)=6.92$ nm. By (\ref{eq:heat}), the local heating follows $|E|^2$ and carries this ripple too. At $s=0$ the reflected wave nearly opposes the incoming one and lowers $|E|^2$ by 2.4\%, while at the top of this film it changes $|E|^2$ by only about 0.1\%. The bottom is therefore heated about 19\% less than the top, rather than 17\%. This figure depends on where the top face falls in the ripple: it is 20\% for a film of 38.5 nm and 18\% for one of 42 nm. Within the 40 nm film, the weakest heating lies 20\% below the strongest.

The total absorption is much less affected, because maxima and minima nearly cancel over the film. Numerical integration of (\ref{eq:wave}) for the film on silicon gives an absorbed fraction of 0.16994, against 0.16987 from the exponential law. The whole stack reflects $2\times10^{-4}$ of the incident light. The exponential law is this good here because the indices of vacuum, resist and silicon are all close to one. On a strongly reflecting substrate, the returning wave would have to be included.

\subsection*{(e) Effects left out}

\paragraph{Oblique incidence.}
Numerical aperture 0.33 means $\sin\theta=0.33$ for the most oblique ray in vacuum, or $\theta=19.3^\circ$. The component of the wavevector along the surface, $k_0\sin\theta$, is the same on both sides of the face. The component along the depth is therefore
\begin{equation}
k_z=k_0\sqrt{N^2-\sin^2\theta}
\approx k_0\left(\sqrt{n^2-\sin^2\theta}+\frac{ink}{\sqrt{n^2-\sin^2\theta}}\right),
\end{equation}
to first order in $k$. With $\sin\theta_f=\sin\theta/n$ for the angle in the film, the square root is $n\cos\theta_f$. The intensity then decays with depth at the rate
\begin{equation}
\alpha_z=2\,\mathrm{Im}\,k_z=\frac{\alpha}{\cos\theta_f}
=\frac{4.654}{0.941}\ \mu\mathrm{m}^{-1}=4.95\ \mu\mathrm{m}^{-1}.
\end{equation}
The material constant $\alpha$ has not changed; the ray takes a longer path to reach a given depth. Of the light that enters at this angle, the 40 nm film absorbs 0.180 instead of 0.170, a relative increase of about 6\%. Less oblique rays show a smaller increase.

\paragraph{Spectral band.}
Assume a flat spectrum within $\pm1\%$ of the central wavelength and, as a steep model law, $\alpha\propto\lambda^3$. At the long-wave edge $\alpha$ is then 3\% larger. The changes on the two sides cancel to first order, and numerical averaging over the band changes the mean transmission of the film by only about $-10^{-5}$ of its value.

\paragraph{Depletion of absorbers.}
One photon carries 91.8 eV. The dose of 30 mJ/cm$^2$ equals $3\times10^{-16}$ J/nm$^2$, or 20.4 photons per nm$^2$. At the top of the film, the number absorbed per volume is
\begin{equation}
0.004654\ \mathrm{nm}^{-1}\times20.4\ \mathrm{nm}^{-2}=0.095\ \mathrm{nm}^{-3}.
\end{equation}
For a rough density of 100 atoms per nm$^3$, about one atom in a thousand absorbs a photon. If all atoms absorbed equally strongly and each event removed only its own atom as an absorber, $\alpha$ would fall by about 0.1\%. With unequal atoms the fall would be larger, because the stronger absorbers are hit more often. If half the atoms are hydrogen, which absorbs very little at this wavelength, the fall is at least about 1.9 times as large, close to the factor two for hydrogen that does not absorb at all. For a polymer of carbon, hydrogen and oxygen it still remains below 1\%. This estimate covers primary absorption alone. Later chemical reactions, loss of material and shrinkage could change the film by more, and they are outside the model.

\paragraph{Rounding of $k$.}
If 0.005 stands for any value between 0.0045 and 0.0055, then $\alpha$ lies between 4.19 and 5.12 $\mu$m$^{-1}$. The relative uncertainty is 10\%, the same as that of $k$, because the two are proportional. Three figures in $\alpha$ need three figures in $k$: for $k=0.00500$, rounded in the last place, $\alpha$ lies between 4.650 and 4.659 $\mu$m$^{-1}$.

\paragraph{Comparison with a real resist.}
The film index, thickness, dose and aperture are rough typical values for a polymer resist in extreme-ultraviolet lithography. Resists containing strongly absorbing elements such as tin can have a considerably larger $k$; relation (\ref{eq:alpha}) still holds, but the film then absorbs more and is exposed less evenly. A real exposure also breaks the assumption of normal incidence, which changes the decay with depth by up to 6\% at this aperture. The ripple of 2.4\% belongs to normal incidence and to the stack chosen here. For the most oblique ray the ripple in the heating is about 2.7\% with the electric field parallel to the faces and 1.6\% with it in the plane of incidence, and an underlayer between resist and silicon would change it. For the coefficient itself, the largest uncertainty among those estimated is the value of $k$.
